# Ewald Form of the Ion-Ion Dynamical Matrix at Finite Wavevector, part 1

(Sections cited here and not found follow in the second part.)

## 1. From the ion energy to the Ewald sums

A phonon code that evaluates the ion-ion term must choose a splitting parameter $\eta$, choose cutoffs for two lattice sums, and decide when to leave out the term of zero reciprocal vector. The value of $\eta$ may change the cost and the rounding error, but it must not change the converged force constants. Leaving out the zero-vector term is a different matter: in the on-site sum it follows from neutrality, in the intersite sum at $q=0$ it expresses the choice of zero average electric field, and in the intersite sum at any small nonzero $q$ it is an error. The derivation below fixes both rules, together with the signs and factors that an implementation needs.

### The model and the matrix

Hartree atomic units are used. Ion $\kappa$ in cell $l$ has charge $Z_\kappa$ and rest position $R_l+\tau_\kappa$. In a pseudopotential calculation $Z_\kappa$ is the valence charge of the ion, and the ions are assumed to interact as point charges. The cell volume is $\Omega$, and $Z_{\rm tot}=\sum_\kappa Z_\kappa$. A rigid uniform background of charge density $-\bar n$, with $\bar n=Z_{\rm tot}/\Omega$, makes the system neutral. Rigid means that the background does not move when the ions do.

For a displacement $u_{l\kappa\alpha}$ in Cartesian direction $\alpha$, the matrix wanted is

$$
C_{\kappa\alpha,\kappa'\beta}(q)
=\sum_l \frac{\partial^2E}{\partial u_{0\kappa\alpha}\,\partial u_{l\kappa'\beta}}\,
e^{iq\cdot R_l}. \tag{1}
$$

It acts on waves $u_{l\kappa}=U_\kappa e^{iq\cdot R_l}$. If $M_\kappa$ is the ion mass, the harmonic equation of motion is $M_\kappa\omega^2U_\kappa=\sum_{\kappa'}C_{\kappa\kappa'}U_{\kappa'}$. Setting $U_\kappa=e_\kappa/\sqrt{M_\kappa}$ and dividing by $\sqrt{M_\kappa}$ gives an eigenvalue problem for

$$
D_{\kappa\alpha,\kappa'\beta}(q)=
\frac{C_{\kappa\alpha,\kappa'\beta}(q)}{\sqrt{M_\kappa M_{\kappa'}}}. \tag{2}
$$

This $D$ is the ionic contribution to the dynamical matrix. In a real crystal the electronic contribution is added before frequencies are computed, and the expansion is made where the total forces vanish. The second derivatives in equation (1) are defined whether or not the ionic forces vanish by themselves.

Some codes put the full position in the phase, $u_{l\kappa}=W_\kappa e^{iq\cdot(R_l+\tau_\kappa)}$. Then $U_\kappa=W_\kappa e^{iq\cdot\tau_\kappa}$, and the matrix acting on $W$ is $e^{-iq\cdot\tau_\kappa}C_{\kappa\kappa'}e^{iq\cdot\tau_{\kappa'}}$. The ionic and electronic parts must use the same convention before they are added.

### Derivatives of the pair energy

Let $\phi(r)=1/r$, and let subscripts on a function denote Cartesian derivatives. Two distinct ions $i$ and $j$ contribute $Z_iZ_j\phi(r_i-r_j)$ once to the energy. Differentiation with respect to $r_{i\alpha}$ gives $Z_iZ_j\phi_\alpha$. Differentiation with respect to $r_{j\beta}$ then brings a minus sign, because $r_j$ enters the argument with a minus sign:

$$
\frac{\partial^2E}{\partial r_{i\alpha}\,\partial r_{j\beta}}
=-Z_iZ_j\,\phi_{\alpha\beta}(r_i-r_j),\qquad i\ne j. \tag{3}
$$

When both derivatives act on the same ion, no minus sign appears. The result is $Z_i$ times the curvature, at ion $i$, of the potential of all other ions and of the background.

Put $d=\tau_\kappa-\tau_{\kappa'}$. The separation in equation (3) is $d-R_l$, and since $\phi_{\alpha\beta}$ is even it may be evaluated at $R_l-d$. The intersite part of equation (1) is therefore

$$
F_{\kappa\alpha,\kappa'\beta}(q)
=-Z_\kappa Z_{\kappa'}\sum_l{}'
\phi_{\alpha\beta}(R_l-d)\,e^{iq\cdot R_l}. \tag{4}
$$

The prime omits $l=0$ when $\kappa=\kappa'$, since an ion does not interact with itself. The terms fall as $r^{-3}$ while the number of cells in a shell grows as $r^2$, so the sum of magnitudes diverges logarithmically. For $q$ not equal to a reciprocal-lattice vector, the sum is defined by multiplying its terms by a smooth cutoff that equals one at the origin, and then letting the width of the cutoff go to infinity.

### Splitting the Coulomb function

Choose $\eta>0$ and write

$$
\frac1r=s(r)+g(r),\qquad
s(r)=\frac{\operatorname{erfc}(\eta r)}r,\qquad
g(r)=\frac{\operatorname{erf}(\eta r)}r. \tag{5}
$$

The function $s$ is short-ranged and will be summed over positions. The function $g$ is smooth at the origin and will be summed over reciprocal vectors.

For any radial function, the first derivative is $s_\alpha=s'x_\alpha/r$, where a prime on $s$ means a derivative with respect to $r$. A second differentiation gives

$$
s_{\alpha\beta}=\delta_{\alpha\beta}\frac{s'}r
+\frac{x_\alpha x_\beta}{r^2}\left(s''-\frac{s'}r\right). \tag{6}
$$

The derivative of $\operatorname{erfc}(\eta r)$ is $-(2\eta/\sqrt\pi)e^{-\eta^2r^2}$. Hence

$$
s'=-\frac{\operatorname{erfc}(\eta r)}{r^2}
-\frac{2\eta}{\sqrt\pi}\frac{e^{-\eta^2r^2}}r,
$$

$$
s''=\frac{2\operatorname{erfc}(\eta r)}{r^3}
+\frac{2\eta}{\sqrt\pi}e^{-\eta^2r^2}
\left(\frac2{r^2}+2\eta^2\right).
$$

In $s''$, one of the two $1/r^2$ terms comes from differentiating the error function and the other from differentiating $1/r$. The $2\eta^2$ comes from differentiating the Gaussian. Substitution in equation (6) gives

$$
\begin{aligned}
s_{\alpha\beta}(x)={}&\frac{x_\alpha x_\beta}{r^2}
\left[\frac{3\operatorname{erfc}(\eta r)}{r^3}
+\frac{2\eta}{\sqrt\pi}e^{-\eta^2r^2}
\left(\frac3{r^2}+2\eta^2\right)\right]\\
&-\delta_{\alpha\beta}
\left[\frac{\operatorname{erfc}(\eta r)}{r^3}
+\frac{2\eta}{\sqrt\pi}\frac{e^{-\eta^2r^2}}{r^2}\right].
\end{aligned} \tag{7}
$$

### Fourier transform of the smooth part

The transform convention is $\hat f(k)=\int f(x)e^{-ik\cdot x}d^3x$, with inverse $f(x)=(2\pi)^{-3}\int\hat f(k)e^{ik\cdot x}d^3k$. For a radial function $\nabla^2g=(rg)''/r$. Since $rg=\operatorname{erf}(\eta r)$,

$$
\nabla^2g=\frac1r\frac{d}{dr}
\left(\frac{2\eta}{\sqrt\pi}e^{-\eta^2r^2}\right)
=-\frac{4\eta^3}{\sqrt\pi}e^{-\eta^2r^2}. \tag{8}
$$

Completing the square in each Cartesian direction gives the Gaussian integral

$$
\int e^{-\eta^2r^2}e^{-ik\cdot x}\,d^3x
=\frac{\pi^{3/2}}{\eta^3}e^{-k^2/4\eta^2}. \tag{9}
$$

The transform of equation (8) is then $-k^2\hat g=-4\pi e^{-k^2/4\eta^2}$. Each derivative in position space contributes a factor $ik_\alpha$, so for $k\ne0$

$$
\hat g(k)=\frac{4\pi}{k^2}e^{-k^2/4\eta^2},\qquad
\widehat{g_{\alpha\beta}}(k)
=-4\pi\frac{k_\alpha k_\beta}{k^2}e^{-k^2/4\eta^2}. \tag{10}
$$

The ratio $k_\alpha k_\beta/k^2$ has no limit at $k=0$ that is independent of direction. The special treatment of the zero vector comes from this property.

### The lattice sum at nonzero wavevector

Insert the inverse transform into a phased lattice sum and use

$$
\sum_l e^{ip\cdot R_l}
=\frac{(2\pi)^3}{\Omega}\sum_G\delta(p-G).
$$

Here $p=k+q$, so the delta functions select $k=G-q$. The sum over $G$ contains $-G$ as well, so it may be relabelled. With $K=q+G$, the selected vectors become $k=-K$, and

$$
\sum_l f(R_l-d)e^{iq\cdot R_l}
=\frac1\Omega\sum_G\hat f(-K)e^{iK\cdot d}. \tag{11}
$$

For $f=g_{\alpha\beta}$ the sum on the left needs the smooth cutoff introduced after equation (4). A wide cutoff in position averages $\hat f$ over a narrow region around each $-K$. Since no $K$ vanishes, $\hat f$ is continuous at these points, and the limit is equation (11).

The sum in equation (11) includes every cell. When $\kappa=\kappa'$ it contains the interaction of the ion with itself, which equation (4) excludes. Thus

$$
\sum_l{}'\phi_{\alpha\beta}e^{iq\cdot R_l}
=\sum_l{}'s_{\alpha\beta}e^{iq\cdot R_l}
+\sum_l g_{\alpha\beta}e^{iq\cdot R_l}
-\delta_{\kappa\kappa'}g_{\alpha\beta}(0), \tag{12}
$$

where the functions in the sums are evaluated at $R_l-d$. The value at the origin follows from $\operatorname{erf}t=(2/\sqrt\pi)(t-t^3/3+\cdots)$:

$$
g(r)=\frac{2\eta}{\sqrt\pi}
\left(1-\frac{\eta^2r^2}{3}+\cdots\right),\qquad
g_{\alpha\beta}(0)=-\frac{4\eta^3}{3\sqrt\pi}\delta_{\alpha\beta}. \tag{13}
$$

Multiply equation (12) by $-Z_\kappa Z_{\kappa'}$. The minus sign in equation (10) makes the reciprocal contribution positive, and the self correction becomes $+Z_\kappa^2g_{\alpha\beta}(0)$, which is negative. The result is

$$
\begin{aligned}
F_{\kappa\alpha,\kappa'\beta}(q)={}&
\frac{4\pi Z_\kappa Z_{\kappa'}}{\Omega}\sum_G
\frac{K_\alpha K_\beta}{K^2}e^{-K^2/4\eta^2}e^{iK\cdot d}\\
&-Z_\kappa Z_{\kappa'}\sum_l{}'
s_{\alpha\beta}(R_l-d)e^{iq\cdot R_l}\\
&-\delta_{\kappa\kappa'}\delta_{\alpha\beta}
Z_\kappa^2\frac{4\eta^3}{3\sqrt\pi}.
\end{aligned} \tag{14}
$$

In the full-position phase convention the reciprocal phase becomes $e^{iG\cdot d}$, because the transformation multiplies $e^{iK\cdot d}$ by $e^{-iq\cdot d}$.

### The on-site curvature

When one ion moves, the other ions and the background stay fixed. Call the resulting on-site block $S_\kappa$. To sum the sources of its potential, give each sublattice $\kappa''$ its own share $-Z_{\kappa''}/\Omega$ of the background density. Each primitive cell of that sublattice is then neutral. Its potential at large distance falls at least as fast as a dipole potential, $r^{-2}$, and its curvature at least as $r^{-4}$. With $r^2$ cells per shell, the sum over neutral cells converges absolutely.

The smooth part of this potential is again summed in reciprocal space. Let $\rho(x)$ be the charge density of one neutral cell. Its smooth curvature has transform

$$
-4\pi\frac{k_\alpha k_\beta}{k^2}e^{-k^2/4\eta^2}\hat\rho(k).
$$

At $k=0$ the total charge $\hat\rho(0)$ is zero. The direction-dependent ratio is bounded, so the product tends to zero from every direction. The zero-vector term of the on-site sum therefore vanishes by neutrality. At $G\ne0$ the uniform charge integrates to zero over a cell, and $\hat\rho(G)=Z_{\kappa''}e^{-iG\cdot\tau_{\kappa''}}$, which is the point-ion value.

The short-range part of the background potential is $-\bar n\int s(|x-y|)\,d^3y$. This integral converges and does not depend on $x$, so it has no curvature. What remains is the short-range curvature of the other ions.

With $d''=\tau_\kappa-\tau_{\kappa''}$, these contributions give

$$
\begin{aligned}
S_{\kappa,\alpha\beta}={}&Z_\kappa\sum_{\kappa''}Z_{\kappa''}
\sum_l{}'s_{\alpha\beta}(R_l-d'')\\
&-\frac{4\pi Z_\kappa}{\Omega}\sum_{\kappa''}Z_{\kappa''}
\sum_{G\ne0}\frac{G_\alpha G_\beta}{G^2}
e^{-G^2/4\eta^2}e^{iG\cdot d''}\\
&+Z_\kappa^2\frac{4\eta^3}{3\sqrt\pi}\delta_{\alpha\beta}.
\end{aligned} \tag{15}
$$

The last line removes the ion's own smooth potential from the full sum: it is $-Z_\kappa^2g_{\alpha\beta}(0)$. Define $F(0)$ by equation (14) at $q=0$ with the $G=0$ term absent. A comparison of equations (14) and (15), line by line, shows that $S_\kappa=-\sum_{\kappa''}F_{\kappa\kappa''}(0)$. The complete matrix is

$$
C_{\kappa\alpha,\kappa'\beta}(q)
=F_{\kappa\alpha,\kappa'\beta}(q)
-\delta_{\kappa\kappa'}\sum_{\kappa''}
F_{\kappa\alpha,\kappa''\beta}(0). \tag{16}
$$

The two self corrections on the diagonal of $C$ are equal and opposite. A code may therefore omit both. It may not omit one and keep the other, because the result would then contain an error proportional to $\eta^3$.

## 2. Independence of the splitting and use of the result

The symbols carried over are the ion charges $Z_\kappa$, the cell volume $\Omega$, the position difference $d=\tau_\kappa-\tau_{\kappa'}$ and the shifted vectors $K=q+G$. The function $s=\operatorname{erfc}(\eta r)/r$ is the short-range part of the Coulomb function. The intersite block $F(q)$ of equation (14) is a reciprocal sum, a real-space sum and a self correction. Equation (16) adds the on-site term $-\sum_{\kappa''}F_{\kappa\kappa''}(0)$, in which the zero reciprocal vector is absent. The ions move in a rigid neutralizing background.

### Proof that the splitting drops out

At fixed positions and fixed $q$, differentiate equation (14) with respect to $\eta$. Both sums converge with Gaussian speed, uniformly over any closed, bounded interval of positive $\eta$, so they may be differentiated term by term.

In the reciprocal sum,

$$
\frac{\partial}{\partial\eta}e^{-K^2/4\eta^2}
=\frac{K^2}{2\eta^3}e^{-K^2/4\eta^2}.
$$

The factor $K^2$ cancels the denominator in equation (14). The derivative of the reciprocal part is therefore

$$
A_{\alpha\beta}=\frac{2\pi Z_\kappa Z_{\kappa'}}{\Omega\eta^3}
\sum_GK_\alpha K_\beta e^{-K^2/4\eta^2}e^{iK\cdot d}. \tag{17}
$$

In the real-space sum, the derivative of $\operatorname{erfc}(\eta r)$ with respect to $\eta$ carries a factor $r$, which cancels the $1/r$ in $s$:

$$
\frac{\partial s}{\partial\eta}=-\frac2{\sqrt\pi}h(r),\qquad
h(r)=e^{-\eta^2r^2}. \tag{18}
$$

The real-space part of $F$ has a minus sign in front, so its derivative is

$$
B_{\alpha\beta}=\frac{2Z_\kappa Z_{\kappa'}}{\sqrt\pi}
\sum_l{}'h_{\alpha\beta}(R_l-d)e^{iq\cdot R_l}. \tag{19}
$$

The Poisson formula (11) applies to the complete sum of $h_{\alpha\beta}$. By equation (9), the transform of $h_{\alpha\beta}$ is $-k_\alpha k_\beta(\pi^{3/2}/\eta^3)e^{-k^2/4\eta^2}$. Hence

$$
\sum_l h_{\alpha\beta}(R_l-d)e^{iq\cdot R_l}
=-\frac{\pi^{3/2}}{\Omega\eta^3}
\sum_GK_\alpha K_\beta e^{-K^2/4\eta^2}e^{iK\cdot d}. \tag{20}
$$

For $\kappa=\kappa'$ the primed sum lacks the term at the origin. Since $h=1-\eta^2r^2+\cdots$, that term is $h_{\alpha\beta}(0)=-2\eta^2\delta_{\alpha\beta}$. Removing it adds $+2\eta^2\delta_{\alpha\beta}$ to the sum. Equations (19) and (20) then give

$$
B_{\alpha\beta}=-A_{\alpha\beta}
+\delta_{\kappa\kappa'}\delta_{\alpha\beta}
Z_\kappa^2\frac{4\eta^2}{\sqrt\pi}. \tag{21}
$$

The derivative of the self correction in equation (14) is $-\delta_{\kappa\kappa'}\delta_{\alpha\beta}Z_\kappa^24\eta^2/\sqrt\pi$. Adding the three derivatives gives

$$
\frac{\partial F_{\kappa\alpha,\kappa'\beta}(q)}{\partial\eta}=0. \tag{22}
$$

At $q=0$ the reciprocal sum in $F(0)$ has no $G=0$ term. In equations (17) and (20) the corresponding summand is zero because it contains $K_\alpha K_\beta$. Its absence does not affect the cancellation, so $F(0)$ is independent of $\eta$ as well. It follows from equation (16) that $C(q)$ is independent of $\eta$. The cancellation holds separately in each pair block and for each Cartesian element.

Equations (14) and (16) give the complete ionic force-constant matrix, and the proof shows that it does not depend on the splitting parameter $\eta$. What remains is to test the formulas on a worked crystal, choose $\eta$ and the cutoffs, and examine the symmetries, the trace, the long-wave limit and the joining to the electronic terms.
